\section*{Why counterdiffusion through an open pore is not generally equimolar}

\section{A porous frit between two gas streams}

A porous frit separates two streams at the same temperature and pressure. One is nitrogen carrying a little tungsten hexacarbonyl vapour, a precursor for tungsten films; the other is pure nitrogen. Precursor diffuses through the pores one way and nitrogen the other. How many nitrogen molecules pass for each precursor molecule?

A natural answer is one. At uniform pressure $p$ and temperature $T$ the total number density $n=p/kT$ is uniform, so each precursor molecule that leaves a region seems to need one nitrogen molecule in its place. Fick's law appears to agree. The density gradients are opposite, and both species share one mutual diffusion coefficient $D_{12}$. Between closed rigid vessels joined by a wide pore the answer is even nearly right, once a small pressure difference has built up.

The replacement argument fails because a steady density requires each flux to be the same at every position along the pore, not the two fluxes to cancel. Open streams can supply and remove a net flow. Fick's law does not close the gap either. Let $N_i$ be the number flux of species $i$ along the axis $z$, averaged over the cross-section, with $i=1$ for precursor and $i=2$ for nitrogen. Let $x_i$ be the mole fractions. In a gas without walls,
\begin{equation}
x_2N_1-x_1N_2=-nD_{12}\frac{dx_1}{dz}.
\label{fick}
\end{equation}
This fixes the relative motion of the species. Adding a common drift, $N_i\to N_i+x_iN$, leaves the left side unchanged. A second equation is needed, and the walls supply it.

\section{What uniform pressure requires}

Consider a long straight pore of radius $R$, with slow, steady, isothermal flow and no reaction. Inertia is negligible. Let $w_i$ be the axial momentum that species $i$ gives to the wall per unit volume and time. With the friction force implied by Eq.~\eqref{fick}, the momentum balances are
\begin{align}
-\frac{dp_1}{dz}&=\frac{kT}{D_{12}}(x_2N_1-x_1N_2)+w_1,\label{mom1}\\
-\frac{dp_2}{dz}&=-\frac{kT}{D_{12}}(x_2N_1-x_1N_2)+w_2.
\end{align}
The friction terms are opposite because collisions conserve momentum. Adding the equations gives
\begin{equation}
-\frac{dp}{dz}=w_1+w_2 .
\label{total}
\end{equation}
Uniform pressure therefore means zero total wall drag. It says nothing directly about the total number of molecules transported.

\section{The drag when molecules meet only the wall}

Suppose first that molecules cross the pore without colliding with each other. A diffuse wall erases a molecule's axial velocity and re-emits it with a thermal distribution. A molecule now at $z$, with axial velocity $c_z$, left the wall a time $\tau$ ago at $z-c_z\tau$. For a linear density profile the number of such molecules is proportional to $n_i(z)-c_z\tau\,dn_i/dz$. The first term carries no net flux. The second gives
\begin{equation}
N_i=-\langle c_z^2\rangle\langle\tau\rangle\frac{dn_i}{dz}
=-\frac{kT}{m_i}\langle s\rangle\left\langle\frac1{c_\perp}\right\rangle\frac{dn_i}{dz},
\end{equation}
where $m_i$ is the molecular mass, $c_\perp$ the transverse speed and $s=c_\perp\tau$ the distance to the wall in the cross-section.

Both averages are elementary. For a fixed direction, a chord at distance $b$ from the axis has length $\ell=2\sqrt{R^2-b^2}$, and a point on it lies on average $\ell/2$ from the wall. Hence
\begin{align}
\langle s\rangle&=\frac{\int_{-R}^{R}(\ell^2/2)\,db}{\int_{-R}^{R}\ell\,db}
=\frac{8R^3/3}{\pi R^2}=\frac{8R}{3\pi},\\
\left\langle\frac1{c_\perp}\right\rangle
&=\frac{m_i}{kT}\int_0^\infty e^{-m_ic^2/2kT}\,dc
=\sqrt{\frac{\pi m_i}{2kT}} .
\end{align}
The product defines the Knudsen coefficient:
\begin{equation}
N_i=-D_{iK}\frac{dn_i}{dz},\qquad
D_{iK}=\frac{2R}{3}\sqrt{\frac{8kT}{\pi m_i}} .
\label{DK}
\end{equation}
There is no friction between species here, so $w_i=-dp_i/dz=-kT\,dn_i/dz$, or
\begin{equation}
w_i=\frac{kT\,N_i}{D_{iK}}\propto N_i\sqrt{m_i}.
\label{drag}
\end{equation}
The square root has a simple origin. A molecule brings the wall momentum in proportion to its mass, but it reaches the wall at a rate proportional to its thermal speed, which varies as $m_i^{-1/2}$.

Setting the total drag to zero gives
\begin{equation}
N_1\sqrt{m_1}+N_2\sqrt{m_2}=0,\qquad
\frac{N_2}{N_1}=-\sqrt{\frac{m_1}{m_2}} .
\label{graham}
\end{equation}
Equal and opposite fluxes would require equal masses. For molar masses of 351.90 and 28.014~g/mol the ratio is $-\sqrt{351.90/28.014}=-3.54$. Between three and four nitrogen molecules pass for each precursor molecule.

\section{What collisions change}

In wider pores molecules collide with each other before reaching the wall. Equation~\eqref{total} still holds, but Eq.~\eqref{drag} must be re-examined. Let $\phi_i$ be the mean axial velocity of molecules of species $i$ at a given point and transverse velocity $\mathbf c$, and let $u_i$ be its thermal average over $\mathbf c$. A simple linear kinetic model is
\begin{equation}
\mathbf c\cdot\nabla\phi_i=\nu_i(u_i-\phi_i)-F_{ij}(u_i-u_j)
-\frac{kT}{m_i n_i}\frac{dn_i}{dz},
\label{kin}
\end{equation}
with $j\neq i$ and $\phi_i=0$ for molecules leaving the diffuse wall. The rate $\nu_i$ relaxes shear stress. The friction rate $F_{ij}=n_jkT/(n m_iD_{12})$ reproduces Eq.~\eqref{fick}, and $n_im_iF_{ij}=n_1n_2kT/(nD_{12})$ is the same for both species, as momentum conservation demands.

Define $v_i=\sqrt{2kT/m_i}$ and the relaxation path $\lambda_i=v_i/\nu_i$. Suppose that both paths equal $\lambda$. Put $\mathbf c=v_i\boldsymbol\xi$ and divide Eq.~\eqref{kin} by $\nu_i$:
\begin{equation}
\lambda\boldsymbol\xi\cdot\nabla\phi_i=u_i-\phi_i
-\frac{\lambda}{v_i}\left[F_{ij}(u_i-u_j)+\frac{kT}{m_in_i}\frac{dn_i}{dz}\right].
\end{equation}
Now multiply by $n_i\sqrt{m_i}$ and add the species at equal $\boldsymbol\xi$. Since $n_i\sqrt{m_i}/v_i=n_im_i/\sqrt{2kT}$, the friction terms cancel by symmetry. The gradient terms add to $kT\,dn/dz=0$. With $w=\sum_i n_i\sqrt{m_i}\,\phi_i$ and its thermal average $W=\sum_i n_i\sqrt{m_i}\,u_i$, what remains is
\begin{equation}
\lambda\boldsymbol\xi\cdot\nabla w=W-w,\qquad w=0\text{ on leaving the wall}.
\label{w}
\end{equation}

This equation has no source, and its solution is zero. To see it, multiply by $w$, average over $\boldsymbol\xi$ and integrate over the cross-section. The left side becomes a boundary term, half of $\lambda\xi_n w^2$ with $\xi_n$ the outward component. It cannot be negative, because molecules coming off the wall contribute nothing. The right side is the integral of $W^2-\langle w^2\rangle$, minus a variance, which cannot be positive. Both sides vanish, so $w$ does not depend on $\boldsymbol\xi$. It is then zero at the wall, and Eq.~\eqref{w} makes it constant across the pore. Thus $W=0$ at every radius, and averaging over the cross-section gives Eq.~\eqref{graham}.

Within this model, then, the square-root law holds at every pore size if the relaxation paths are equal. If they differ, the cancellation is lost and the law becomes an approximation.

To size the error, take 340~K, 10~Torr and $x_1=0.025$. Rough hard-sphere diameters of 0.75~nm for the precursor and 0.37~nm for nitrogen, used in first-order Chapman--Enskog theory, give $D_{12}=5.54$~cm$^2$/s and relaxation paths of 4.9 and 6.1~$\mu$m. I solved Eq.~\eqref{kin} numerically by following straight flights between scatterings through 30 concentric rings, without assuming the flux ratio. With all but the radius held fixed, the results are:

\begin{center}
\begin{tabular}{ccc}
$R$ ($\mu$m) & $|N_2/N_1|$ & relative to 3.54\\
0.05 & 3.55 & $+0.3\%$\\
0.5 & 3.57 & $+0.6\%$\\
5 & 3.47 & $-2.1\%$\\
50 & 3.21 & $-9.6\%$
\end{tabular}
\end{center}

In the narrowest pore the law is good because molecules meet mostly the wall: both fluxes lie within 3\% of Eq.~\eqref{DK}. In the widest pore its error stays near 10\% because the two paths happen to be similar. That figure is only as good as the rough diameters: precursor diameters of 0.60 and 0.90~nm give $+1\%$ and $-17\%$ at 50~$\mu$m. The last digit of the 50~$\mu$m entry also depends on the radial mesh, and a finer one gives 3.20. If the nitrogen path is artificially made four times longer at $R=50$~$\mu$m, with $D_{12}$ unchanged, the ratio falls to 2.19, which is 38\% below the law. A mixture with very unequal paths in a wide pore therefore needs its own calculation.

At 5~$\mu$m the small deviation can be traced to the drag. The computed $w_i$ exceeds $kTN_i/D_{iK}$ by a factor 1.063 for the precursor and 1.086 for nitrogen. Zero total drag then gives $3.544\times1.063/1.086=3.47$.

\section{The fluxes through a 5 micrometre pore}

At this radius the factors are close enough to one (at 50~$\mu$m they fall to 0.82 and 0.91) that Eq.~\eqref{drag} can serve as an interpolation between wall-dominated and collision-dominated transport. Insert it in Eq.~\eqref{mom1} and divide by $kT$. With $\alpha=1+N_2/N_1=1-\sqrt{m_1/m_2}$,
\begin{equation}
x_2N_1-x_1N_2=N_1\left[1-x_1-x_1\frac{N_2}{N_1}\right]=N_1(1-\alpha x_1),
\end{equation}
so that
\begin{equation}
N_1\left[\frac1{D_{1K}}+\frac{1-\alpha x_1}{D_{12}}\right]=-n\frac{dx_1}{dz}.
\end{equation}
Let $\beta=D_{12}/D_{1K}$. Multiply by $D_{12}$, separate variables and integrate from $x_1=x_0$ at $z=0$ to $x_1=0$ at $z=L$:
\begin{equation}
N_1=\frac{nD_{12}}{L}\int_0^{x_0}\frac{dx}{1+\beta-\alpha x}
=\frac{nD_{12}}{\alpha L}\ln\frac{1+\beta}{1+\beta-\alpha x_0}.
\label{flux}
\end{equation}

Take $L=1$~mm and $x_0=0.05$. Equation~\eqref{DK} gives $D_{1K}=4.77$~cm$^2$/s, so wall and mutual friction are comparable and $\beta=1.163$. With $n=2.84\times10^{23}$~m$^{-3}$, dividing $nD_{12}/L$ by Avogadro's number gives 261~mmol/(m$^2$\,s). Since $\alpha=-2.544$,
\begin{equation}
N_1=\frac{261}{-2.544}\ln\frac{2.163}{2.290}\approx5.9\ \text{mmol/(m$^2$\,s)} .
\end{equation}
The nitrogen flux is $-3.544$ times the unrounded value, 5.873, or $-20.8$~mmol/(m$^2$\,s). The net flux is $-14.9$~mmol/(m$^2$\,s), directed towards the precursor side. For the same gradient at $x_1=0.025$, the interpolation gives a precursor flux about 3\% above the kinetic solution.

The equimolar assumption, $\alpha=0$, turns Eq.~\eqref{flux} into $N_1=nD_{12}x_0/[L(1+\beta)]=6.0$~mmol/(m$^2$\,s), only 3\% higher. This is general for a dilute precursor: when $|\alpha|x_0\ll1+\beta$, the logarithm expands to the same expression. A measurement of precursor flux alone would hardly expose the error. It sits in the carrier flux, which the equimolar assumption puts too low by a factor of about 3.4.

\section{Where equimolar exchange does occur}

Now keep the end compositions and ask what pressure excess on the precursor side makes the net flux vanish. With $N_1=-N_2=N>0$, Eqs.~\eqref{total} and \eqref{drag} give
\begin{equation}
-\frac{dp}{dz}=kTN\left(\frac1{D_{1K}}-\frac1{D_{2K}}\right)>0 ,
\end{equation}
because the heavier precursor has the smaller Knudsen coefficient. Equimolar exchange thus needs a pressure gradient.

This estimate omits the viscous flow that the gradient itself drives. In a simple superposition, a common flux $N_v=-(nR^2/8\eta)\,dp/dz$, with $\eta$ the viscosity, is added to the fluxes that obey Eq.~\eqref{drag}. Replacing $N_i$ there by $N_i-x_iN_v$ and collecting the pressure gradient gives
\begin{equation}
-\frac{dp}{dz}\left[1+\frac{pR^2}{8\eta}\sum_i\frac{x_i}{D_{iK}}\right]
=kTN\left(\frac1{D_{1K}}-\frac1{D_{2K}}\right).
\end{equation}
With $D_{2K}=16.9$~cm$^2$/s and $\eta=19.0$~$\mu$Pa\,s, numerical integration along the pore gives $N=6.1$~mmol/(m$^2$\,s) and a pressure excess of 171~mTorr. At $x_1=0.025$ the kinetic model gives a ratio $dp/dp_1$ of 0.38 against 0.34 from this interpolation, so the excess is probably somewhat larger.

A difference below 2\% of the total pressure thus changes the flux ratio from 3.5 to 1. For this pore, ``uniform pressure'' means end pressures matched to much better than 171~mTorr: in the kinetic model 5~mTorr already lowers the ratio from 3.47 to 3.40.

Closed rigid vessels do not hold the end compositions. The faster nitrogen flow first raises the pressure on the precursor side, but the excess then decays together with the composition difference, and the net flux vanishes only at the instant the excess peaks. For two equal large vessels the interpolation gives a peak of about 124~mTorr, reached when the precursor pressure difference has fallen to 73\% of its initial value, and $|N_2/N_1|$ then settles at 0.60. Exchange between closed vessels is nearly equimolar only when the excess stays small against the partial pressure difference, as at $R=50$~$\mu$m, where the late ratio is 0.97.

\section{Real frits and real surfaces}

The example uses rough conditions for low-pressure precursor delivery. The precursor's partial pressure of 0.5~Torr is meant to lie below its saturation pressure at 340~K, which is roughly 1~Torr. Real frits have winding pores of many sizes, so the absolute flux of one straight pore does not carry over to them.

The ratio also depends on the assumption of a diffuse wall. Suppose that a fraction $f_i$ of impacts is diffuse and the rest are specular, which preserves axial velocity. Each specular bounce adds a full chord to the flight, on average twice the first distance $\langle s\rangle$. The mean distance since the last diffuse impact is then
\begin{equation}
\langle s\rangle\left[1+2\sum_{k=1}^{\infty}(1-f_i)^k\right]
=\langle s\rangle\frac{2-f_i}{f_i},
\end{equation}
and $D_{iK}$ grows by the same factor. Equal fractions leave the free-molecular ratio unchanged; unequal ones do not. With $f_1=1$ and $f_2=0.9$, the kinetic solution at 5~$\mu$m gives 4.0 instead of 3.47, a rise of 15\%.

Three other neglected effects can be estimated for the values assumed here. A temperature difference of 1~K between the ends can sustain a pressure difference of at most about $p/2T$ per kelvin, or 15~mTorr. This is the free-molecular limit, where balance requires $p\propto\sqrt T$; collisions reduce it. At that bound the flux ratio shifts by about 0.2, or 6\%, more than the 2\% deviation from the law at this radius, so the end temperatures must be matched as well as the pressures. In free-molecular flow the pore ends add about 3\% to the resistance at $L/R=200$. The elementary estimate $8R/3L=1.3\%$ is too low because it misses long grazing flights, which collisions shorten. Diffusion along the wall, for an assumed surface coefficient of $10^{-6}$~cm$^2$/s and an adsorbed density difference of 0.2~nm$^{-2}$, carries about $2\times10^{-6}$ of the gas-phase precursor flux.

A reacting wall changes the problem altogether. If the hexacarbonyl decomposes completely to tungsten and carbon monoxide in a dead-end pore, counting atoms requires six carbon monoxide molecules to leave for each precursor molecule that enters. Stoichiometry then sets the flux ratio, and the pressure profile adjusts to it.
